# Expanding an Off-Centre Gaussian about the Centre of a Semilocal Potential

A semilocal effective core potential acts differently on each angular momentum about its own nucleus. Place that nucleus at the origin and write the potential as

\[
\hat U=\sum_l U_l(r)\hat P_l,\qquad
\hat P_l=\sum_{m=-l}^{l}|lm\rangle\langle lm| .
\]

The projector \(\hat P_l\) acts on the angles of \(\mathbf r\) at fixed \(r=|\mathbf r|\). Basis functions usually sit on other nuclei as well, so we need the angular momentum content, about the origin, of a Gaussian centred elsewhere:

\[
g(\mathbf r)=e^{-\alpha|\mathbf r-\mathbf A|^2},\qquad \alpha>0 .
\]

Here \(\mathbf A\) points from the potential centre to the Gaussian centre, and \(A=|\mathbf A|\). A hat on a vector denotes its direction. The spherical harmonics \(Y_{lm}\) are complex and orthonormal on the unit sphere. Atomic units are used. The numbers below come from the numerical check.

## (a) Where does the angular dependence sit?

**Question.** Separate \(g\) into a factor that depends on \(r\) alone and a factor that carries all the dependence on direction.

**Solution.** Expanding the square gives

\[
|\mathbf r-\mathbf A|^2=r^2+A^2-2\mathbf A\cdot\mathbf r .
\]

Multiplication by \(-\alpha\) turns the cross term positive. Hence

\[
g(\mathbf r)=e^{-\alpha(r^2+A^2)}\,e^{\mathbf k\cdot\mathbf r},
\qquad \mathbf k=2\alpha\mathbf A .
\]

The vector \(\mathbf k\) points towards the Gaussian, where \(g\) is largest on a given sphere. With \(k=|\mathbf k|\), define

\[
x=kr=2\alpha Ar,\qquad t=\hat{\mathbf k}\cdot\hat{\mathbf r}.
\]

The angular factor is then \(e^{xt}\), with \(-1\le t\le1\). The number \(x\) measures how strongly the Gaussian varies over the sphere of radius \(r\): its largest and smallest values there have the ratio \(e^{2x}\).

## (b) What are the Legendre coefficients of the exponential?

**Question.** Find the coefficients of \(e^{xt}\) in Legendre polynomials, first as an integral and then as a power series in \(x\).

**Solution.** The Legendre polynomials are given by Rodrigues' formula and are orthogonal:

\[
P_l(t)=\frac{1}{2^l l!}\frac{d^l}{dt^l}(t^2-1)^l,
\qquad
\int_{-1}^{1}P_lP_{l'}\,dt=\frac{2}{2l+1}\delta_{ll'} .
\]

The coefficient of \(P_l\) is therefore \((2l+1)/2\) times the integral of \(e^{xt}P_l\). We write it as \((2l+1)i_l(x)\), which defines

\[
i_l(x)=\frac12\int_{-1}^{1}e^{xt}P_l(t)\,dt .
\]

Insert Rodrigues' formula and integrate by parts \(l\) times. Every boundary term contains a derivative of \((t^2-1)^l\) of order below \(l\). Such a derivative keeps a factor \(t^2-1\) and vanishes at both ends. Each partial integration gives a factor \(-x\), and the resulting \((-1)^l\) turns \((t^2-1)^l\) into \((1-t^2)^l\):

\[
i_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^{1}(1-t^2)^l e^{xt}\,dt .
\tag{1}
\]

Now expand \(e^{xt}\) in powers of \(t\). Odd powers integrate to zero. For even powers, the substitution \(s=t^2\) produces a beta function:

\[
\int_{-1}^{1}t^{2j}(1-t^2)^l\,dt
=\frac{\Gamma(j+\tfrac12)\,l!}{\Gamma(j+l+\tfrac32)}
=\frac{2^{l+1}l!\,(2j-1)!!}{(2l+2j+1)!!}.
\tag{2}
\]

The last step uses \(\Gamma(z+1)=z\Gamma(z)\) a total of \(l+1\) times; the factors are \((2j+1)/2,(2j+3)/2,\ldots,(2j+2l+1)/2\). We set \((-1)!!=1\). Since \((2j)!=2^j j!\,(2j-1)!!\), equation (1) becomes

\[
i_l(x)=\sum_{j=0}^{\infty}\frac{x^{l+2j}}{2^j j!\,(2l+2j+1)!!}.
\tag{3}
\]

To identify this function, take the series of the modified Bessel function,

\[
I_\nu(x)=\sum_j\frac{(x/2)^{\nu+2j}}{j!\,\Gamma(\nu+j+1)},
\]

at \(\nu=l+\tfrac12\), where \(\Gamma(l+j+\tfrac32)=\sqrt\pi\,(2l+2j+1)!!/2^{l+j+1}\). Multiplication by \(\sqrt{\pi/2x}\) reproduces (3) term by term, so

\[
i_l(x)=\sqrt{\frac{\pi}{2x}}\,I_{l+1/2}(x).
\]

This is the modified spherical Bessel function of the first kind. The defining integral gives \(i_0(x)=\sinh x/x\) at once. For small \(x\), the first term of (3) gives \(i_l(x)\approx x^l/(2l+1)!!\). For \(A>0\), the component of angular momentum \(l\) thus starts as \(r^l\) at the potential centre. A smooth function allows no lower power, because a polynomial of degree \(n\) in the Cartesian coordinates contains no angular momentum above \(n\).

## (c) How do the two directions separate?

**Question.** \(P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})\) still mixes the two directions. Express it through products of harmonics of each direction, and find a bound on \(|P_l|\).

**Solution.** For two unit vectors \(\mathbf n,\mathbf n'\), consider

\[
K_l(\mathbf n,\mathbf n')=\sum_{m=-l}^{l}Y_{lm}^*(\mathbf n)Y_{lm}(\mathbf n').
\]

The harmonics of one \(l\) span an eigenspace of the angular Laplacian, which commutes with rotations. A rotation therefore mixes these harmonics only among themselves. It also preserves their scalar products, so the mixing matrix is unitary, and \(K_l\) is unchanged when both vectors are rotated together.

Rotate \(\mathbf n\) onto the \(z\) axis. There \(Y_{lm}\) vanishes for \(m\ne0\), because its factor \(e^{im\phi}\) would otherwise give a single point many values. The remaining harmonic is

\[
Y_{l0}(\theta)=\sqrt{\frac{2l+1}{4\pi}}\,P_l(\cos\theta).
\]

Its square integrates to \(2\pi\cdot\frac{2l+1}{4\pi}\cdot\frac{2}{2l+1}=1\), as required. In Rodrigues' formula at \(t=1\), all \(l\) derivatives must act on \((t-1)^l\), which gives \(P_l(1)=1\). Hence

\[
\sum_m Y_{lm}^*(\mathbf n)Y_{lm}(\mathbf n')
=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n').
\tag{4}
\]

This is the addition theorem. Its right side is real, so the star may stand on either harmonic. Real orthonormal harmonics are unitary combinations of the complex ones at fixed \(l\); they give the same sum, without a star.

For equal vectors, (4) gives \(K_l=(2l+1)/4\pi\). The Cauchy–Schwarz inequality, applied to the sum over \(m\), then yields \(|P_l(t)|\le1\) for \(-1\le t\le1\).

## (d) Does the series converge to the exponential?

**Question.** Prove convergence, bound the error of a truncated series, and assemble the expansion of the Gaussian.

**Solution.** In (1) the weight \((1-t^2)^l\) is even, so \(e^{xt}\) may be replaced by \(\cosh(xt)\le\cosh x\). The remaining integral is (2) with \(j=0\). For \(x\ge0\),

\[
0\le i_l(x)\le\frac{x^l\cosh x}{(2l+1)!!}.
\]

Because \((2l+1)/(2l+1)!!=1/(2l-1)!!\) and \(|P_l|\le1\),

\[
|(2l+1)i_l(x)P_l(t)|\le\cosh x\,\frac{x^l}{(2l-1)!!}.
\]

The ratio of successive bounds is \(x/(2l+1)\), which tends to zero. At fixed \(x\) the series thus converges absolutely, and uniformly in \(t\), to a continuous function \(S(t)\).

Is \(S(t)\) equal to \(e^{xt}\)? Uniform convergence allows integration term by term, so both functions have the same Legendre coefficients. Their difference \(d(t)\) is continuous and orthogonal to every polynomial. Choose a polynomial \(q\) with \(|d-q|\le\varepsilon\) on the interval, which is possible for any \(\varepsilon>0\). Then

\[
\int_{-1}^{1}d^2\,dt=\int_{-1}^{1}d\,(d-q)\,dt\le2\varepsilon\max|d| .
\]

Since \(\varepsilon\) is arbitrary, \(d=0\). Inserting (4), whose factor \(4\pi/(2l+1)\) cancels the \(2l+1\), gives

\[
e^{\mathbf k\cdot\mathbf r}
=4\pi\sum_{l=0}^{\infty}i_l(kr)
\sum_{m=-l}^{l}Y_{lm}^*(\hat{\mathbf k})Y_{lm}(\hat{\mathbf r}),
\tag{5}
\]

\[
e^{-\alpha|\mathbf r-\mathbf A|^2}
=4\pi e^{-\alpha(r^2+A^2)}
\sum_{lm}i_l(2\alpha Ar)\,Y_{lm}^*(\hat{\mathbf A})Y_{lm}(\hat{\mathbf r}).
\tag{6}
\]

If \(A=0\), then \(i_0(0)=1\) and all other \(i_l(0)\) vanish. The undefined direction \(\hat{\mathbf A}\) does no harm, and the Gaussian is purely \(s\)-like.

Suppose the series for \(e^{xt}\) is cut after \(l=L\). The first omitted bound is \(\cosh x\,x^{L+1}/(2L+1)!!\), and later ratios do not exceed \(x/(2L+3)\). If \(x<2L+3\), a geometric series gives

\[
|\text{remainder}|\le
\frac{\cosh x\;x^{L+1}}{(2L+1)!!}\,
\frac{1}{1-x/(2L+3)} .
\tag{7}
\]

For the Gaussian itself, multiply by \(e^{-\alpha(r^2+A^2)}\). The condition on \(L\) tightens as \(x=2\alpha Ar\) grows, so this estimate gives no single cutoff for all radii.

## (e) How fast does the series rebuild a Gaussian?

**Question.** Take \(\alpha=0.8\) bohr\(^{-2}\), \(\mathbf A=(0.5,1,1)\) bohr and the point \(\mathbf r=(0.6,0,0.8)\) bohr. Compare the partial sums of (6) with the direct value.

**Solution.** The lengths are \(A=1.5\) bohr and \(r=1\) bohr. Therefore

\[
x=2(0.8)(1.5)(1)=2.4,\qquad
t=\frac{0.5(0.6)+1(0.8)}{1.5}=0.7333 .
\]

Here \(xt=2.4(1.1)/1.5=1.76\). The two factors of part (a) are \(e^{-0.8(1+2.25)}=0.074274\) and \(e^{1.76}=5.8124\). Their product is 0.43171. Directly, \(|\mathbf r-\mathbf A|^2=0.01+1+0.04=1.05\) bohr\(^2\), and \(e^{-0.84}=0.43171\) as well.

The \(l=1\) term, for example, is

\[
0.07427\times3\times1.3664\times0.7333=0.2233 .
\]

The table gives the sum through each \(l\), its absolute error and the bound from (7).

| \(l\) | \(i_l(2.4)\) | \(P_l(t)\) | sum | error | bound |
|---|---|---|---|---|---|
| 0 | 2.2776 | 1.0000 | 0.16917 | 0.26 | 5.0 |
| 1 | 1.3664 | 0.7333 | 0.39244 | 0.039 | 1.5 |
| 2 | 0.5696 | 0.3067 | 0.45731 | 0.026 | 0.58 |
| 4 | 0.04539 | −0.3764 | 0.43523 | 0.0035 | 0.044 |
| 6 | 0.001710 | −0.2316 | 0.43169 | 2.3e−5 | 1.7e−3 |
| 7 | 2.676e−4 | 0.0322 | 0.43170 | 1.4e−5 | 2.6e−4 |
| 9 | 4.624e−6 | 0.3134 | 0.43171 | 1.7e−7 | 4.5e−6 |

The \(p\) term exceeds the \(s\) term although \(i_1<i_0\), because it carries the factor \(2l+1=3\). The sum through \(l=2\) overshoots, and the negative terms from \(l=3\) to \(l=6\) bring it back. The error falls little from \(l=6\) to \(l=7\) because \(P_7\) is small at this angle. Through \(l=4\) the error is about 0.8% of the Gaussian's value. The bound is safe but loose, mainly because it replaces every \(|P_l|\) by one and \(\cosh(xt)\) by its maximum. Two other effects each contribute a factor of about two in the first rows: at \(l=0\) the geometric series overestimates the sum of the term bounds, and at \(l=1\) omitted terms of opposite sign partly cancel. Among the rows shown, the ratio of bound to error is largest at \(l=6\), where the first omitted term contains the small \(P_7\).

## (f) What does the projector see, and can it be computed safely?

**Question.** Find the projection of \(g\) on one harmonic at fixed \(r\), and put it in a form that survives large \(\alpha Ar\).

**Solution.** Multiply (6) by \(Y_{lm}^*(\hat{\mathbf r})\) and integrate over the sphere. Uniform convergence permits termwise integration, and orthonormality leaves one term:

\[
\int Y_{lm}^*(\hat{\mathbf r})\,g(\mathbf r)\,d\Omega
=4\pi e^{-\alpha(r^2+A^2)}i_l(2\alpha Ar)\,Y_{lm}^*(\hat{\mathbf A}).
\tag{8}
\]

A semilocal projector therefore needs no truncated sum: each \(l\) is obtained separately and in full.

Numerically, (8) can multiply a tiny number by a huge one. Define \(M_l(x)=e^{-x}i_l(x)\). Since \(-\alpha(r^2+A^2)+2\alpha Ar=-\alpha(r-A)^2\), the radial factor becomes

\[
e^{-\alpha(r^2+A^2)}i_l(2\alpha Ar)
=e^{-\alpha(r-A)^2}M_l(2\alpha Ar).
\tag{9}
\]

For large \(x\) at fixed \(l\), put \(u=1-t\) in the defining integral:

\[
M_l(x)=\frac12\int_0^2e^{-xu}P_l(1-u)\,du .
\]

Small \(u\) dominates. Legendre's equation, \((1-t^2)P_l''-2tP_l'+l(l+1)P_l=0\), gives \(P_l'(1)=l(l+1)/2\) at \(t=1\), so \(P_l(1-u)=1-\tfrac12l(l+1)u+O(u^2)\). Extending the upper limit to infinity costs an exponentially small error. The integrals of \(e^{-xu}\) and \(ue^{-xu}\) are then \(1/x\) and \(1/x^2\), and

\[
M_l(x)=\frac{1}{2x}\left[1-\frac{l(l+1)}{2x}+O(x^{-2})\right].
\]

Take \(\alpha=100\) bohr\(^{-2}\) and \(r=A=3\) bohr, so that \(x=1800\). The unscaled prefactor is \(10^{-781.73}\) and \(i_0\) is \(10^{778.17}\). In double precision the first becomes zero and the second infinite, and their product is undefined. The scaled function is harmless: \(M_0=2.778\times10^{-4}\). For \(l=3\), \(2xM_3=0.996671\), while the two-term formula gives 0.996667.

The leading behaviour has a simple meaning. At \(r=A\) the sphere cuts through the Gaussian's centre. Near that direction \(e^{-x(1-\cos\theta)}\approx e^{-x\theta^2/2}\), a small patch of integrated weight \(2\pi/x\). A harmonic that hardly varies across the patch is sampled at \(\hat{\mathbf A}\), and (8) indeed tends to \((2\pi/x)Y_{lm}^*(\hat{\mathbf A})\).

The result also serves Gaussians with a Cartesian prefactor. Because \((z-A_z)g=(2\alpha)^{-1}\partial g/\partial A_z\), the projection of a \(p\)-type Gaussian follows by differentiating (8) with respect to \(A_z\).

## (g) What is a semilocal matrix element?

**Question.** Let \(\chi_a=N_ae^{-\alpha|\mathbf r-\mathbf A|^2}\) and \(\chi_b=N_be^{-\beta|\mathbf r-\mathbf B|^2}\) be normalised, with \(N_a=(2\alpha/\pi)^{3/4}\) and \(N_b=(2\beta/\pi)^{3/4}\). Reduce the matrix element of \(U(r)\hat P_l\) to a radial integral. Then evaluate it for \(U=De^{-\zeta r^2}\) with \(\zeta>0\).

**Solution.** By the definition of the projector,

\[
V_l=\int_0^\infty r^2U(r)\sum_m
\left[\int Y_{lm}\chi_a\,d\Omega\right]
\left[\int Y_{lm}^*\chi_b\,d\Omega'\right]dr .
\]

The first bracket is the complex conjugate of a projection of type (8), since \(\chi_a\) is real. The two projections supply \((4\pi)^2\), and the addition theorem supplies \((2l+1)P_l(\cos\gamma)/4\pi\), where \(\gamma\) is the angle between \(\mathbf A\) and \(\mathbf B\). With (9),

\[
\begin{aligned}
V_l={}&4\pi(2l+1)N_aN_bP_l(\cos\gamma)\int_0^\infty r^2U(r)\\
&\times e^{-\alpha(r-A)^2-\beta(r-B)^2}
M_l(2\alpha Ar)M_l(2\beta Br)\,dr .
\end{aligned}
\tag{10}
\]

This holds for any radial potential for which the integral converges.

For the Gaussian potential, set \(p=\alpha+\beta+\zeta\), \(\mathbf a=2\alpha\mathbf A\), \(\mathbf b=2\beta\mathbf B\), with lengths \(a\) and \(b\). We need

\[
R_l=\int_0^\infty r^2e^{-pr^2}i_l(ar)i_l(br)\,dr .
\]

It follows from an integral that can be done in two ways. Completing the square gives

\[
\int e^{-pr^2+(\mathbf a+\mathbf b)\cdot\mathbf r}d^3r
=\left(\frac{\pi}{p}\right)^{3/2}
e^{(a^2+b^2)/4p}\,e^{y\cos\gamma},
\qquad y=\frac{ab}{2p},
\]

because \(|\mathbf a+\mathbf b|^2=a^2+b^2+2ab\cos\gamma\). By part (d), the last exponential is \(\sum_l(2l+1)i_l(y)P_l(\cos\gamma)\).

Alternatively, expand \(e^{\mathbf a\cdot\mathbf r}\) and \(e^{\mathbf b\cdot\mathbf r}\) by (5) and integrate over angles. Orthonormality and (4) turn the left side into \(4\pi\sum_l(2l+1)R_lP_l(\cos\gamma)\). The sum and the radial integral may be exchanged: at \(\gamma=0\) all terms are non-negative and their total is finite, and at other angles they are no larger in magnitude. Equating Legendre coefficients gives

\[
R_l=\frac{\sqrt\pi}{4p^{3/2}}\,e^{(a^2+b^2)/4p}\,i_l(y).
\]

Restoring the factors \(e^{-\alpha A^2-\beta B^2}\) and \(4\pi(2l+1)\),

\[
\begin{aligned}
V_l={}&N_aN_bD\left(\frac{\pi}{p}\right)^{3/2}
e^{-\alpha A^2-\beta B^2+(a^2+b^2)/4p}\\
&\times(2l+1)\,i_l(y)P_l(\cos\gamma).
\end{aligned}
\tag{11}
\]

## (h) How large are the separate channels?

**Question.** Keep \(\chi_a\) from part (e). Take \(\beta=0.5\) bohr\(^{-2}\), \(\mathbf B=(0.8,-0.4,0.8)\) bohr, \(D=2\) hartree and \(\zeta=1\) bohr\(^{-2}\). Evaluate the \(s\), \(p\) and \(d\) elements.

**Solution.** Here \(B=1.2\) bohr, \(p=2.3\) bohr\(^{-2}\), \(a=2.4\) bohr\(^{-1}\) and \(b=1.2\) bohr\(^{-1}\). Thus \(y=2.4(1.2)/4.6=0.6261\), and \(\cos\gamma=0.8/1.8=0.4444\). The normalisation product is \(N_aN_b=0.25548\) bohr\(^{-3}\). The exponent in (11) is

\[
-0.8(2.25)-0.5(1.44)+\frac{5.76+1.44}{9.2}=-1.7374 .
\]

With lengths in bohr, the \(s\) element is

\[
V_0=0.25548(2)\left(\frac{\pi}{2.3}\right)^{3/2}
e^{-1.7374}\frac{\sinh0.6261}{0.6261}
=0.1531\ \text{hartree}.
\]

The same formula gives \(V_1=0.0415\) hartree and \(V_2=-0.0039\) hartree. The last is negative, although the potential is repulsive, because \(P_2(0.4444)=-0.2037\) and every other factor is positive. An off-diagonal element need not have the sign of the potential. Direct angular and radial quadrature, the scaled integral (10) and the closed form (11) agree to all ten printed decimals for each of the three channels.

If the same \(U\) acts in every channel, completeness of the harmonics turns \(\sum_l U\hat P_l\) into the local potential \(U(r)\). The first three elements add to 0.1907 hartree, against 0.1896 hartree for the local integral: an excess of 0.6% of the latter. Summing (11) through \(l=20\) reproduces the local integral, computed separately in Cartesian coordinates, to the ten decimals printed.

## Computed values

```
PART 1: Gaussian rebuilt at one point
alpha = 0.8 bohr^-2, A = [0.5 1.  1. ] bohr, |A| = 1.5000 bohr
point = [0.6 0.  0.8] bohr, r = 1.0000 bohr
k = 2.4000 bohr^-1, x = k r = 2.4000, cos(angle) = 0.733333
prefactor exp(-alpha(r^2+A^2)) = 0.07427358
exp(k.r) = 5.81243739
Gaussian, direct value = 0.43171052
columns: l, i_l(x), P_l, term, partial sum, |error|, error bound
0 2.277596e+00 +1.000000 +0.16916517 0.16916517 2.6e-01 5.0e+00
1 1.366397e+00 +0.733333 +0.22327175 0.39243692 3.9e-02 1.5e+00
2 5.695998e-01 +0.306667 +0.06486954 0.45730645 2.6e-02 5.8e-01
3 1.797302e-01 -0.114074 -0.01065959 0.44664687 1.5e-02 1.8e-01
4 4.538684e-02 -0.376395 -0.01141960 0.43522727 3.5e-03 4.4e-02
5 9.529518e-03 -0.405582 -0.00315774 0.43206953 3.6e-04 9.3e-03
6 1.709885e-03 -0.231620 -0.00038240 0.43168713 2.3e-05 1.7e-03
7 2.676405e-04 +0.032197 +0.00000960 0.43169673 1.4e-05 2.6e-04
8 3.713170e-05 +0.246939 +0.00001158 0.43170830 2.2e-06 3.6e-05
9 4.624341e-06 +0.313436 +0.00000205 0.43171035 1.7e-07 4.5e-06
PART 2: tight Gaussian, r = |A|
alpha = 100.0 bohr^-2, r = |A| = 3.0 bohr, x = 1800.0
log10 of prefactor = -781.73
log10 of i_0(x) = 778.17
unscaled product in double precision = nan
M_0(x) = 2.77777778e-04, 2x M_0 = 1.0000000, 1-l(l+1)/(2x) = 1.0000000
M_3(x) = 2.76853137e-04, 2x M_3 = 0.9966713, 1-l(l+1)/(2x) = 0.9966667
PART 3: semilocal elements between normalised s Gaussians
beta = 0.5 bohr^-2, B = [ 0.8 -0.4  0.8] bohr, |B| = 1.2000 bohr
D = 2.0 hartree, zeta = 1.0 bohr^-2, p = 2.3000 bohr^-2
a = 2.4000 bohr^-1, b = 1.2000 bohr^-1, ab/(2p) = 0.626087
cos(gamma) = 0.444444, N_a N_b = 0.25548487 bohr^-3
columns: l, P_l(cos gamma), quadrature, scaled radial, closed (hartree)
0 +1.000000 +0.1531086840 +0.1531086840 +0.1531086840
1 +0.444444 +0.0415308060 +0.0415308060 +0.0415308060
2 -0.203704 -0.0039287822 -0.0039287822 -0.0039287822
sum l=0..2 = 0.1907107078 hartree
sum l=0..20 = 0.1895989520 hartree
local integral by Cartesian quadrature = 0.1895989520 hartree
```
